# Horizontal mirror symmetry and the eleven-orbital Hamiltonian of monolayer MoS2: test program

```python
"""Mirror parity of the eleven-orbital Hamiltonian of 2H monolayer MoS2.

Result under test: for a spin-free Hamiltonian with the mirror z -> -z, the
five Mo d and six S p orbitals split at every in-plane wavevector k into six
even and five odd combinations with no matrix element between them.

Orbital order: Mo d (xy, yz, z2, xz, x2-y2), top S p (x, y, z), bottom S p.
M     : matrix of the mirror in this basis
H(k)  : sum over lattice vectors R of exp(i k.R) <i,0|H|j,R>
Energies in eV and lengths in nm, except the Gaussian-orbital test (atomic units).
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh, eigvalsh, block_diag
from pyscf import gto, df

rng = np.random.default_rng(7)

# ---------------- round model parameters (rough, MoS2-like) ----------------
a, h = 0.316, 0.156                      # lattice constant, S height (nm)
E_z2, E_xz, E_xy = -1.2, 0.0, -1.4       # Mo d site energies
E_px, E_pz = -3.5, -7.0                  # S p site energies
pd_s, pd_p = -3.5, 1.2                   # sigma, pi; bond direction from p to d
dd_s, dd_p, dd_d = -0.9, 0.25, 0.25
pp_s, pp_p = 1.2, -0.5
CUTOFF = 0.345                           # longest bond kept (nm)
bond0 = np.sqrt(a**2 / 3 + h**2)         # Mo-S bond length

cell = np.array([[a, 0, 0], [a / 2, a * np.sqrt(3) / 2, 0]])
tau = (cell[0] + cell[1]) / 3
up = np.array([0, 0, h])
positions = np.array([np.zeros(3), tau + up, tau - up])
slices = [slice(0, 5), slice(5, 8), slice(8, 11)]
site_energy = [np.diag([E_xy, E_xz, E_z2, E_xz, E_xy]),
               np.diag([E_px, E_px, E_pz]), np.diag([E_px, E_px, E_pz])]


def d_tensors(e1, e2, e3):
    """Normalized d orbitals r.Q.r of the frame e1, e2, e3."""
    def sym(u, v):
        return (np.outer(u, v) + np.outer(v, u)) / np.sqrt(2)
    z2 = (2 * np.outer(e3, e3) - np.outer(e1, e1) - np.outer(e2, e2)) / np.sqrt(6)
    x2y2 = (np.outer(e1, e1) - np.outer(e2, e2)) / np.sqrt(2)
    return np.array([sym(e1, e2), sym(e2, e3), z2, sym(e3, e1), x2y2])


D0 = d_tensors(*np.eye(3))


def two_centre(kind_i, kind_j, n):
    """Hopping matrix from projections on the bond frame; n points from i to j."""
    if kind_i == "d" and kind_j == "p":
        return two_centre("p", "d", -n).T
    helper = np.eye(3)[np.argmin(np.abs(n))]
    e1 = np.cross(helper, n)
    e1 /= np.linalg.norm(e1)
    frame = np.array([e1, np.cross(n, e1), n])
    d_proj = np.einsum("iab,mab->im", D0, d_tensors(*frame))
    if kind_i == kind_j == "p":
        return frame.T @ np.diag([pp_p, pp_p, pp_s]) @ frame
    if kind_i == kind_j == "d":
        return d_proj @ np.diag([dd_d, dd_p, dd_s, dd_p, dd_d]) @ d_proj.T
    link = np.zeros((3, 5))
    link[0, 3] = link[1, 1] = pd_p
    link[2, 2] = pd_s
    return frame.T @ link @ d_proj.T


def build(pos, lat):
    """Lattice vectors and real-space Hamiltonian matrices H(R)."""
    kinds, vectors, mats = "dpp", [], []
    for i1, i2 in itertools.product(range(-2, 3), repeat=2):
        R = i1 * lat[0] + i2 * lat[1]
        block = np.zeros((11, 11))
        for i, j in itertools.product(range(3), repeat=2):
            v = pos[j] + R - pos[i]
            dist = np.linalg.norm(v)
            if dist < 1e-9:
                block[slices[i], slices[j]] = site_energy[i]
            elif dist < CUTOFF:
                scale = (bond0 / dist)**4 if kinds[i] != kinds[j] else 1.0
                block[slices[i], slices[j]] = scale * two_centre(
                    kinds[i], kinds[j], v / dist)
        if np.any(block):
            vectors.append(R)
            mats.append(block)
    return np.array(vectors), np.array(mats)


def bloch(model, k):
    vectors, mats = model
    return np.einsum("r,rij->ij", np.exp(1j * vectors[:, :2] @ k), mats)


# direction-cosine formulas against the frame projection
n = rng.normal(size=3)
n /= np.linalg.norm(n)
rho2 = n[0]**2 + n[1]**2
pd = two_centre("p", "d", n)
axial = n[2]**2 - rho2 / 2
assert abs(pd[2, 2] - (n[2] * axial * pd_s + np.sqrt(3) * n[2] * rho2 * pd_p)) < 1e-12
assert abs(pd[0, 2] - (n[0] * axial * pd_s - np.sqrt(3) * n[0] * n[2]**2 * pd_p)) < 1e-12

# ------------- mirror matrix from orbitals at reflected points -------------
nm_to_bohr = 1e-9 / const.physical_constants["Bohr radius"][0]
gauss_basis = {"Mo": [[2, [0.4, 1.0]]], "S": [[1, [0.4, 1.0]]]}


def molecule(cells, basis):
    atoms = [(s, tuple((p + R) * nm_to_bohr)) for R in cells
             for s, p in zip(("Mo", "S", "S"), positions)]
    return gto.M(atom=atoms, basis=basis, unit="Bohr", spin=0, verbose=0)


home = molecule([np.zeros(3)], gauss_basis)
points = rng.uniform(-4, 4, (600, 3)) + np.array([*(tau[:2] * nm_to_bohr / 2), 0])
phi = home.eval_gto("GTOval_sph", points)
phi_reflected = home.eval_gto("GTOval_sph", points * np.array([1, 1, -1]))
M = np.linalg.lstsq(phi, phi_reflected, rcond=None)[0]
assert np.max(np.abs(phi @ M - phi_reflected)) < 1e-10
assert np.max(np.abs(M - np.round(M))) < 1e-8
M = np.round(M)
parity, modes = np.linalg.eigh(M)
odd, even = modes[:, parity < 0], modes[:, parity > 0]
assert even.shape[1] == 6 and odd.shape[1] == 5
P_odd = odd @ odd.T


def coupling(H):
    return np.max(np.abs(even.T @ H @ odd))


# ---------------- two-centre model: all k, explicit blocks ------------------
model = build(positions, cell)
assert max(np.max(np.abs(M @ T @ M - T)) for T in model[1]) < 1e-12

s = np.diag([1.0, 1.0, -1.0])
even_d, odd_d = [0, 2, 4], [1, 3]


def explicit_blocks(H):
    """Even and odd blocks from the Mo and top-S rows only."""
    tt, tb, dt = H[5:8, 5:8], H[5:8, 8:11], H[:5, 5:8]
    out = []
    for sel, sign in ((even_d, 1), (odd_d, -1)):
        dp = np.sqrt(2) * dt[sel]
        out.append(np.block([[H[np.ix_(sel, sel)], dp],
                             [dp.conj().T, tt + sign * tb @ s]]))
    return out


worst_coupling = worst_levels = 0.0
for k in rng.uniform(-30, 30, (200, 2)):
    H = bloch(model, k)
    assert np.max(np.abs(H - H.conj().T)) < 1e-12
    worst_coupling = max(worst_coupling, coupling(H))
    union = np.sort(np.concatenate([eigvalsh(b) for b in explicit_blocks(H)]))
    worst_levels = max(worst_levels, np.max(np.abs(union - eigvalsh(H))))
assert worst_coupling < 1e-11 and worst_levels < 1e-10

k_K = np.array([4 * np.pi / (3 * a), 0.0])
k_gen = np.array([5.0, 3.0])
strain = np.eye(3)
strain[:2, :2] += [[0.02, 0.01], [0.01, -0.01]]
strained = build(positions @ strain, cell @ strain)
strain_coupling = coupling(bloch(strained, k_gen))
assert strain_coupling < 1e-11
assert np.max(np.abs(eigvalsh(bloch(strained, k_gen)) - eigvalsh(bloch(model, k_gen)))) > 1e-3
octahedral = build(np.array([np.zeros(3), tau + up, -tau - up]), cell)
coupling_1T = coupling(bloch(octahedral, k_gen))
assert coupling_1T > 0.1

# ------- Gaussian orbitals: kinetic energy plus periodic wells (a.u.) -------
shifts = [i * cell[0] + j * cell[1] for i, j in itertools.product(range(-4, 5), repeat=2)]
shifts.sort(key=np.linalg.norm)
near = [R for R in shifts if np.linalg.norm(R) < 2.01 * a]
far = [R for R in shifts if np.linalg.norm(R) < 3.01 * a]
crystal = molecule(near, gauss_basis)
wells = molecule(far, {"Mo": [[0, [0.5, 1.0]]], "S": [[0, [0.5, 1.0]]]})
three_centre = df.incore.aux_e2(crystal, wells, intor="int3c1e")[:11]
kinetic = crystal.intor("int1e_kin")[:11]
overlap = crystal.intor("int1e_ovlp")[:11]


def gaussian_bloch(matrix, k):
    phase = np.exp(1j * np.array(near)[:, :2] @ k)
    return np.einsum("irj,r->ij", matrix.reshape(11, len(near), 11), phase)


def gaussian_hamiltonian(depths):
    return kinetic - three_centre @ np.tile(depths, len(far))


H_sym = gaussian_hamiltonian([4.0, 5.0, 5.0])
H_asym = gaussian_hamiltonian([4.0, 5.5, 5.0])
gauss_coupling = 0.0
for k in (np.zeros(2), k_K, k_gen, np.array([-7.0, 11.0])):
    Hg, Sg = gaussian_bloch(H_sym, k), gaussian_bloch(overlap, k)
    assert np.max(np.abs(Hg - Hg.conj().T)) < 1e-7
    gauss_coupling = max(gauss_coupling, coupling(Hg), coupling(Sg))
    parts = [eigvalsh(B.T @ Hg @ B, B.T @ Sg @ B) for B in (even, odd)]
    assert np.max(np.abs(np.sort(np.concatenate(parts)) - eigvalsh(Hg, Sg))) < 1e-7
assert gauss_coupling < 1e-9
gauss_broken = coupling(gaussian_bloch(H_asym, k_gen))
assert gauss_broken > 1e-3

# ---------------------- band edges and their character ----------------------
H_K = bloch(model, k_K)
levels_K, states_K = eigh(H_K)
edge_parity = [np.real(states_K[:, b].conj() @ M @ states_K[:, b]) for b in (6, 7)]
assert min(edge_parity) > 1 - 1e-9
weight = np.abs(states_K)**2
gap_K = levels_K[7] - levels_K[6]

recip = 2 * np.pi * np.linalg.inv(cell[:, :2]).T
N = 48
fractions = np.array(list(itertools.product(range(N), repeat=2))) / N
mesh_even, mesh_odd = [], []
for f in fractions:
    Hm = bloch(model, f @ recip)
    mesh_even.append(eigvalsh(even.T @ Hm @ even))
    mesh_odd.append(eigvalsh(odd.T @ Hm @ odd))
mesh_even, mesh_odd = np.array(mesh_even), np.array(mesh_odd)

# ----------------------- neglected effects, sized at K ----------------------
# vertical field: potential energy e F z on the two S layers
field = 1e6 / 1e-2 * 1e-9                # 1 MV/cm in V/nm
z_orb = np.repeat(positions[:, 2], [5, 3, 3])


def field_levels(F):
    return eigh(H_K + np.diag(F * z_orb))


lev_F, st_F = field_levels(field)
shift_F = lev_F[6:8] - levels_K[6:8]
shift_2F = field_levels(2 * field)[0][6:8] - levels_K[6:8]
shift_minus = field_levels(-field)[0][6:8] - levels_K[6:8]
assert abs(shift_2F[1] / shift_F[1] - 4) < 0.02
assert np.max(np.abs(shift_minus - shift_F)) < 1e-11
field_coupling = coupling(np.diag(field * z_orb))
assert abs(field_coupling - field * h) < 1e-12


def odd_weight(v):
    return np.real(v.conj() @ P_odd @ v)


# spin-orbit coupling lambda L.S on each atom
lam_Mo, lam_S = 0.08, 0.05
L_p = np.zeros((3, 3, 3), complex)
for i, j, k3 in itertools.permutations(range(3)):
    L_p[i, j, k3] = -1j * np.linalg.det(np.eye(3)[[i, j, k3]])
L_d = np.array([[[np.trace(Qi @ (L @ Qj - Qj @ L)) for Qj in D0] for Qi in D0]
                for L in L_p])
assert np.allclose(sum(L @ L for L in L_d), 6 * np.eye(5))
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
soc_terms = [0.5 * np.kron(block_diag(lam_Mo * L_d[i], lam_S * L_p[i], lam_S * L_p[i]),
                           pauli[i]) for i in range(3)]
H_spin = np.kron(H_K, np.eye(2)) + sum(soc_terms)
M_orb, M_full = np.kron(M, np.eye(2)), np.kron(M, pauli[2])
assert np.max(np.abs(M_full @ H_spin @ M_full - H_spin)) < 1e-12
assert np.max(np.abs(M_orb @ soc_terms[2] @ M_orb - soc_terms[2])) < 1e-12
for flip in soc_terms[:2]:
    assert np.max(np.abs(M_orb @ flip @ M_orb + flip)) < 1e-12
sector = int(np.sum(np.linalg.eigvalsh(M_full) > 0))
assert sector == 11
lev_so, st_so = eigh(H_spin)
P_odd_spin = np.kron(P_odd, np.eye(2))
so_weight = [np.real(st_so[:, b].conj() @ P_odd_spin @ st_so[:, b]) for b in (12, 13, 14, 15)]
so_coupling = np.max(np.abs(np.kron(even, np.eye(2)).T @ H_spin @ np.kron(odd, np.eye(2))))

# Mo moving out of the mirror plane: one dispersionless optical mode
T_use, E_mode = 300.0, 0.06
m_Mo, m_S2 = 96.0, 64.0
mu = m_Mo * m_S2 / (m_Mo + m_S2) * const.atomic_mass
kT = const.k * T_use / const.e
u_rms = np.sqrt(const.hbar**2 / (2 * mu * E_mode * const.e)
                / np.tanh(E_mode / (2 * kT))) * 1e9
moved = positions.copy()
moved[0, 2] = u_rms
H_u = bloch(build(moved, cell), k_K)
lev_u, st_u = eigh(H_u)
assert coupling(H_u) > 1e-3

# --------------------------------- output -----------------------------------
def row(values):
    return " ".join(f"{v:.3f}" for v in values)


print(f"lattice constant {a} nm, S height {h} nm, Mo-S bond {bond0:.4f} nm")
print(f"site energies z2, xz/yz, xy/x2-y2: {E_z2}, {E_xz}, {E_xy} eV")
print(f"site energies p_x/p_y, p_z: {E_px}, {E_pz} eV")
print(f"V_pd sigma, pi (p to d): {pd_s}, {pd_p} eV")
print(f"V_dd sigma, pi, delta: {dd_s}, {dd_p}, {dd_d} eV")
print(f"V_pp sigma, pi: {pp_s}, {pp_p} eV")
print(f"mirror: trace {np.trace(M):.0f}, even {even.shape[1]}, odd {odd.shape[1]}")
T0 = model[1][np.argmin(np.linalg.norm(model[0], axis=1))]
for name, d_i, p_i in (("z2 - p_y", 2, 1), ("z2 - p_z", 2, 2),
                       ("yz - p_y", 1, 1), ("yz - p_z", 1, 2)):
    print(f"hopping {name}, top / bottom S: {T0[d_i, 5 + p_i]:.4f} / {T0[d_i, 8 + p_i]:.4f} eV")
print(f"largest even-odd element, 200 random k: {worst_coupling:.1e} eV")
print(f"largest level error of explicit blocks: {worst_levels:.1e} eV")
print(f"even-odd element under in-plane strain: {strain_coupling:.1e} eV")
print(f"even-odd element in 1T stacking, general k: {coupling_1T:.3f} eV")
print(f"Gaussian orbitals, even-odd element of H and S: {gauss_coupling:.1e} a.u.")
print(f"same, top S well 10% deeper: {gauss_broken:.4f} hartree")
print(f"general point k = ({k_gen[0]}, {k_gen[1]}) 1/nm; K = ({k_K[0]:.3f}, 0) 1/nm")
for name, k in (("Gamma", np.zeros(2)), ("K", k_K), ("general k", k_gen)):
    He, Ho = explicit_blocks(bloch(model, k))
    print(f"{name} even (eV): {row(eigvalsh(He))}")
    print(f"{name} odd  (eV): {row(eigvalsh(Ho))}")
print(f"K bands 7, 8: {row(levels_K[6:8])} eV, gap {gap_K:.3f} eV")
print(f"K bands 7, 8 mirror parity: {row(edge_parity)}")
print(f"K band 7 weight on xy and x2-y2: {weight[[0, 4], 6].sum():.3f}")
print(f"K band 8 weight on z2: {weight[2, 7]:.3f}, on S p: {weight[5:, 7].sum():.3f}")
for name, data, b, pick in (("even band 4 maximum", mesh_even, 3, np.argmax),
                            ("even band 5 minimum", mesh_even, 4, np.argmin),
                            ("odd band 3 maximum", mesh_odd, 2, np.argmax),
                            ("odd band 4 minimum", mesh_odd, 3, np.argmin)):
    i = pick(data[:, b])
    print(f"{name}: {data[i, b]:.3f} eV at fractions ({fractions[i, 0]:.3f}, {fractions[i, 1]:.3f})")
print(f"(mesh {N} x {N}; K has fractions 2/3, 1/3 or 1/3, 2/3)")
print(f"field 1 MV/cm = {field:.2f} V/nm: even-odd element {1e3 * field_coupling:.2f} meV")
print(f"field shift of K bands 7, 8: {1e3 * shift_F[0]:.5f}, {1e3 * shift_F[1]:.5f} meV")
print(f"band 8 shift ratio on doubling the field: {shift_2F[1] / shift_F[1]:.4f}")
print(f"field odd weight, K bands 7, 8: {odd_weight(st_F[:, 6]):.1e}, {odd_weight(st_F[:, 7]):.1e}")
print(f"spin-orbit strengths Mo, S: {lam_Mo}, {lam_S} eV")
print(f"spin-orbit even-odd element: {1e3 * so_coupling:.1f} meV")
print(f"spin splitting at K, valence: {1e3 * (lev_so[13] - lev_so[12]):.1f} meV")
print(f"spin splitting at K, conduction: {1e3 * (lev_so[15] - lev_so[14]):.1f} meV")
print(f"largest odd weight, spin-split edges at K: {max(so_weight):.1e}")
print(f"spin-orbital mirror sectors: {sector} and {22 - sector}")
print(f"T = {T_use:.0f} K, kT = {1e3 * kT:.1f} meV, mode energy {1e3 * E_mode:.0f} meV")
print(f"rms Mo displacement from mirror plane: {1e3 * u_rms:.2f} pm")
print(f"its even-odd element at K: {1e3 * coupling(H_u):.1f} meV")
print(f"its change of the K gap: {1e3 * (lev_u[7] - lev_u[6] - gap_K):.2f} meV")
print(f"its odd weight, K bands 7, 8: {odd_weight(st_u[:, 6]):.1e}, {odd_weight(st_u[:, 7]):.1e}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
lattice constant 0.316 nm, S height 0.156 nm, Mo-S bond 0.2400 nm
site energies z2, xz/yz, xy/x2-y2: -1.2, 0.0, -1.4 eV
site energies p_x/p_y, p_z: -3.5, -7.0 eV
V_pd sigma, pi (p to d): -3.5, 1.2 eV
V_dd sigma, pi, delta: -0.9, 0.25, 0.25 eV
V_pp sigma, pi: 1.2, -0.5 eV
mirror: trace 1, even 6, odd 5
hopping z2 - p_y, top / bottom S: 0.5112 / 0.5112 eV
hopping z2 - p_z, top / bottom S: -0.4766 / 0.4766 eV
hopping yz - p_y, top / bottom S: 0.0143 / -0.0143 eV
hopping yz - p_z, top / bottom S: 0.9021 / 0.9021 eV
largest even-odd element, 200 random k: 8.7e-16 eV
largest level error of explicit blocks: 1.5e-14 eV
even-odd element under in-plane strain: 6.7e-16 eV
even-odd element in 1T stacking, general k: 3.407 eV
Gaussian orbitals, even-odd element of H and S: 1.3e-16 a.u.
same, top S well 10% deeper: 0.0315 hartree
general point k = (5.0, 3.0) 1/nm; K = (13.256, 0) 1/nm
Gamma even (eV): -11.602 -6.145 -6.145 -1.023 1.758 1.758
Gamma odd  (eV): -8.800 -3.334 -3.334 3.934 3.934
K even (eV): -9.368 -6.720 -5.051 -0.855 0.583 1.812
K odd  (eV): -9.338 -8.221 -4.050 3.171 4.538
general k even (eV): -11.074 -6.506 -4.169 -1.929 1.381 1.717
general k odd  (eV): -8.731 -4.980 -4.767 3.344 4.664
K bands 7, 8: -0.855 0.583 eV, gap 1.438 eV
K bands 7, 8 mirror parity: 1.000 1.000
K band 7 weight on xy and x2-y2: 1.000
K band 8 weight on z2: 0.771, on S p: 0.229
even band 4 maximum: -0.855 eV at fractions (0.333, 0.667)
even band 5 minimum: 0.583 eV at fractions (0.333, 0.667)
odd band 3 maximum: -3.334 eV at fractions (0.000, 0.000)
odd band 4 minimum: 2.972 eV at fractions (0.208, 0.417)
(mesh 48 x 48; K has fractions 2/3, 1/3 or 1/3, 2/3)
field 1 MV/cm = 0.10 V/nm: even-odd element 15.60 meV
field shift of K bands 7, 8: 0.00000, 0.01201 meV
band 8 shift ratio on doubling the field: 4.0000
field odd weight, K bands 7, 8: 1.5e-09, 2.6e-06
spin-orbit strengths Mo, S: 0.08, 0.05 eV
spin-orbit even-odd element: 69.3 meV
spin splitting at K, valence: 160.7 meV
spin splitting at K, conduction: 11.5 meV
largest odd weight, spin-split edges at K: 5.9e-04
spin-orbital mirror sectors: 11 and 11
T = 300 K, kT = 25.9 meV, mode energy 60 meV
rms Mo displacement from mirror plane: 3.32 pm
its even-odd element at K: 140.4 meV
its change of the K gap: -5.04 meV
its odd weight, K bands 7, 8: 1.3e-04, 4.6e-05
ALL CHECKS PASSED
```
